# Peak reflectance of a porous-silicon quarter-wave mirror: a numerical check

```python
"""Peak reflectance of a porous-silicon quarter-wave mirror.

Result under test, for N pairs with the high-index layer outermost:
    R = tanh(Theta)**2,  Theta = N*ln(nH/nL) + 0.5*ln(ns/n0)
n0, ns: indices of incident medium and substrate; nH, nL: layer indices.
Each layer is lambda0/(4 n) thick. Gaussian units, time factor exp(-i w t),
normal incidence, complex index n + i*kappa. Lengths are in nm.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

N_AIR = 1.0


def peak_reflectance(ratio, pairs, n_sub, n_in=N_AIR):
    theta = pairs * math.log(ratio) + 0.5 * math.log(n_sub / n_in)
    return math.tanh(theta) ** 2


def quarter_stack(n_first, n_second, pairs, wavelength):
    """Layers listed from the illuminated side, as (index, thickness)."""
    pair = [(n, wavelength / (4 * np.real(n))) for n in (n_first, n_second)]
    return pair * pairs


def stack_response(layers, wavelength, n_sub, n_in=N_AIR):
    """Reflectance and transmittance by recursion of the fields E and H."""
    e_field, h_field = 1.0 + 0j, n_sub + 0j
    for n, d in reversed(layers):
        delta = 2 * np.pi * n * d / wavelength
        c, s = np.cos(delta), np.sin(delta)
        e_field, h_field = (c * e_field - 1j * s * h_field / n,
                            c * h_field - 1j * n * s * e_field)
    den = abs(n_in * e_field + h_field) ** 2
    refl = abs(n_in * e_field - h_field) ** 2 / den
    return refl, 4 * n_in * np.real(n_sub) / den


def wave_equation_reflectance(layers, wavelength, n_sub, n_in=N_AIR):
    """Direct integration of E'' = -n^2 E in the variable k0*z."""
    y = np.array([1.0 + 0j, 1j * n_sub])
    for n, d in reversed(layers):
        span = (2 * np.pi * d / wavelength, 0.0)
        sol = solve_ivp(lambda s, v, n=n: np.array([v[1], -n**2 * v[0]]),
                        span, y, method="DOP853", rtol=1e-11, atol=1e-12)
        assert sol.success
        y = sol.y[:, -1]
    e_field, h_field = y[0], -1j * y[1]
    return abs((n_in * e_field - h_field) / (n_in * e_field + h_field)) ** 2


def bruggeman_index(porosity, n_solid):
    eps_s = n_solid**2
    b = porosity * (2 - eps_s) + (1 - porosity) * (2 * eps_s - 1)
    return math.sqrt((b + math.sqrt(b * b + 8 * eps_s)) / 4)


def looyenga_index(porosity, n_solid):
    return (porosity + (1 - porosity) * n_solid ** (2 / 3)) ** 1.5


def sphere_dipole(eps_sphere, eps_host):
    """Dipole factor from matching potential and normal D at the surface."""
    matrix = [[1.0, 1.0], [eps_sphere, -2 * eps_host]]
    return np.linalg.solve(matrix, [1.0, eps_host])[1]


# Example inputs: rough typical values for an infrared mirror in silicon
lam0 = 1550.0
n_si = 3.48
por_high, por_low = 0.50, 0.75     # porosity of H layer and of L layer
pairs = 8
target = 0.999
alpha_cm = 50.0                    # absorption coefficient of both layers
sigma = 10.0                       # rms conformal roughness
drift = 0.05                       # full thickness change, top to bottom
si_slope = -0.08                   # dn/dlambda of silicon per micrometre

nH = bruggeman_index(por_high, n_si)
nL = bruggeman_index(por_low, n_si)
rho = nH / nL

# Mixing equation: quadratic solution against averaged sphere dipoles
for p in (0.2, por_high, por_low):
    root = brentq(lambda e: p * sphere_dipole(1.0, e)
                  + (1 - p) * sphere_dipole(n_si**2, e), 1.0, n_si**2)
    assert abs(math.sqrt(root) - bruggeman_index(p, n_si)) < 1e-9

# Closed formula against direct integration, including a common index factor
for a, b, m, sub, inc in ((nH, nL, 1, n_si, 1.0), (nH, nL, 4, n_si, 1.0),
                          (1.2 * nH, 1.2 * nL, 4, n_si, 1.0),
                          (2.6, 1.9, 3, 3.0, 1.33)):
    direct = wave_equation_reflectance(quarter_stack(a, b, m, lam0),
                                       lam0, sub, inc)
    assert abs(direct - peak_reflectance(a / b, m, sub, inc)) < 1e-8
direct_example = wave_equation_reflectance(
    quarter_stack(nH, nL, pairs, lam0), lam0, n_si)
R0 = peak_reflectance(rho, pairs, n_si)
assert abs(direct_example - R0) < 1e-8

# Field recursion against direct integration, off design and with absorption
lossy = quarter_stack(nH + 0.02j, nL + 0.01j, 3, lam0)
assert abs(wave_equation_reflectance(lossy, 1320.0, n_si)
           - stack_response(lossy, 1320.0, n_si)[0]) < 1e-8

# Peak claim: arbitrary thicknesses and a wavelength scan cannot do better
rng = np.random.default_rng(7)
bound = peak_reflectance(rho, 3, n_si)
best_random = 0.0
for _ in range(3000):
    thick = rng.uniform(0, 600, 6)
    trial = [(nH if j % 2 == 0 else nL, thick[j]) for j in range(6)]
    best_random = max(best_random, stack_response(trial, lam0, n_si)[0])
assert best_random <= bound + 1e-12
freq = np.arange(10, 391) / 200.0   # lambda0/lambda, contains exactly 1
main_stack = quarter_stack(nH, nL, pairs, lam0)
scan = np.array([stack_response(main_stack, lam0 / x, n_si)[0] for x in freq])
assert freq[np.argmax(scan)] == 1.0 and scan.max() <= R0 + 1e-12

# Reversed order: central value, and failure of the peak property
for m in (1, 2, 8):
    central = wave_equation_reflectance(quarter_stack(nL, nH, m, lam0),
                                        lam0, n_si)
    assert abs(central - peak_reflectance(1 / rho, m, n_si)) < 1e-8
reverse2 = quarter_stack(nL, nH, 2, lam0)
rev_central = stack_response(reverse2, lam0, n_si)[0]
rev_scan = max(stack_response(reverse2, lam0 / x, n_si)[0] for x in freq)
assert rev_scan > rev_central + 0.05
t_good = stack_response(quarter_stack(nH, nL, 14, lam0), lam0, n_si)[1]
t_bad = stack_response(quarter_stack(nL, nH, 14, lam0), lam0, n_si)[1]
assert abs(t_bad / t_good / n_si**2 - 1) < 1e-3

# Large-N law, with relative error of order 2*n0/Y
T0 = stack_response(main_stack, lam0, n_si)[1]
admittance = n_si * rho ** (2 * pairs)
T_approx = 4 / admittance
assert abs(T_approx / T0 - 1) < 3 / admittance

# Number of pairs for a target, against a count upwards
pairs_real = ((math.atanh(math.sqrt(target)) - 0.5 * math.log(n_si))
              / math.log(rho))
pairs_needed = math.ceil(pairs_real)
count = 1
while stack_response(quarter_stack(nH, nL, count, lam0),
                     lam0, n_si)[0] < target:
    count += 1
assert count == pairs_needed

# Sensitivity of ln(1-R) to ln(nH/nL), by central difference
step = 1e-4
log_t = [math.log(stack_response(quarter_stack(
    nH * math.exp(q / 2), nL * math.exp(-q / 2), pairs, lam0), lam0, n_si)[1])
    for q in (step, -step)]
slope_numeric = (log_t[0] - log_t[1]) / (2 * step)
slope_formula = -2 * pairs * math.sqrt(R0)
assert abs(slope_numeric - slope_formula) < 1e-4

# Absorption limit of a thick mirror, with unequal weak losses
for kH, kL in ((1e-5, 0.0), (0.0, 1e-5), (1e-5, 3e-5)):
    thick_stack = quarter_stack(nH + 1j * kH, nL + 1j * kL, 30, lam0)
    loss = 1 - stack_response(thick_stack, lam0, n_si)[0]
    assert abs(loss / (2 * np.pi * (kH + kL) / (nH**2 - nL**2)) - 1) < 2e-3
kappa = alpha_cm * lam0 * 1e-7 / (4 * np.pi)
absorption_limit = 4 * np.pi * kappa / (nH**2 - nL**2)
R_abs, T_abs = stack_response(
    quarter_stack(nH + 1j * kappa, nL + 1j * kappa, pairs, lam0), lam0, n_si)

# Conformal roughness: phase average over a Gaussian height distribution
nodes, weights = np.polynomial.hermite.hermgauss(40)
phase_mean = np.sum(weights * np.exp(
    2j * (2 * np.pi / lam0) * math.sqrt(2) * sigma * nodes)) / math.sqrt(np.pi)
rough_factor = math.exp(-(4 * np.pi * sigma / lam0) ** 2)
assert abs(abs(phase_mean) ** 2 - rough_factor) < 1e-10

# Thickness drift with depth
scale = np.linspace(1 + drift / 2, 1 - drift / 2, 2 * pairs)
drifted = [(n, d * f) for (n, d), f in zip(main_stack, scale)]
R_drift = stack_response(drifted, lam0, n_si)[0]

# Dispersion of silicon, carried into both layers at fixed thickness
wave_grid = np.linspace(1350.0, 1750.0, 401)
disp = []
for lam in wave_grid:
    ns_lam = n_si + si_slope * (lam - lam0) / 1000
    a, b = (bruggeman_index(p, ns_lam) for p in (por_high, por_low))
    layers = [(a if j % 2 == 0 else b, main_stack[j][1])
              for j in range(2 * pairs)]
    disp.append(stack_response(layers, lam, ns_lam)[0])
disp = np.array(disp)

# Incoherent reflection from a polished, transparent wafer's back face
R_back = ((n_si - 1) / (n_si + 1)) ** 2
back_gain = sum(T0**2 * R_back * (R0 * R_back) ** j for j in range(60))

# Another mixing rule for the same porosities
nH_loo, nL_loo = (looyenga_index(p, n_si) for p in (por_high, por_low))
R_loo = peak_reflectance(nH_loo / nL_loo, pairs, n_si)

dH, dL = main_stack[0][1], main_stack[1][1]
print(f"design wavelength = {lam0:.0f} nm; silicon index (rough) = {n_si:.2f}")
print(f"porosity H, L = {100*por_high:.0f} %, {100*por_low:.0f} %")
print(f"Bruggeman nH = {nH:.4f}, nL = {nL:.4f}, ratio = {rho:.4f}")
print(f"thickness H = {dH:.1f} nm, L = {dL:.1f} nm")
print(f"pairs = {pairs}; total thickness = {pairs*(dH+dL)/1000:.3f} um")
print(f"ln(ratio) = {math.log(rho):.5f}; "
      f"0.5 ln(ns/n0) = {0.5*math.log(n_si):.5f}")
print(f"Theta = {pairs*math.log(rho)+0.5*math.log(n_si):.4f}")
print(f"front admittance Y = {admittance:.1f}")
print(f"peak R, formula = {R0:.6f}; wave equation = {direct_example:.6f}")
print(f"1-R = {1-R0:.4e}; large-N estimate = {T_approx:.4e}")
print(f"bare silicon R = {R_back:.4f}")
for m in (1, 2, 3, 4, 6, 8, 10, 12):
    print(f"N = {m:2d}: R(H outermost) = {peak_reflectance(rho,m,n_si):.6f}, "
          f"central R(L outermost) = {peak_reflectance(1/rho,m,n_si):.6f}")
print(f"L outermost, N=2: central R = {rev_central:.4f}, "
      f"largest in scan = {rev_scan:.4f}")
print(f"scan range lambda0/lambda = {freq[0]:.2f} to {freq[-1]:.2f}")
print(f"wrong/right order transmission, N=14: {t_bad/t_good:.3f}; "
      f"(ns/n0)^2 = {n_si**2:.3f}")
print(f"N=3 bound on R = {bound:.6f}; best of 3000 random = {best_random:.6f}")
print(f"target R = {target:.3f}: N >= {pairs_real:.3f}, "
      f"so {pairs_needed} pairs")
print(f"d ln(1-R)/d ln(ratio): formula {slope_formula:.4f}, "
      f"numerical {slope_numeric:.4f}")
print(f"assumed absorption = {alpha_cm:.0f} cm^-1; kappa = {kappa:.3e}")
print(f"with absorption: R = {R_abs:.6f}, T = {T_abs:.3e}, "
      f"A = {1-R_abs-T_abs:.3e}")
print(f"thick-mirror absorption limit A = {absorption_limit:.3e}")
print(f"assumed rms roughness = {sigma:.0f} nm; "
      f"specular loss fraction = {1-rough_factor:.3e}")
print(f"R with absorption and roughness = {R_abs*rough_factor:.5f}")
print(f"thickness drift {100*drift:.0f} %: R at design = {R_drift:.6f}, "
      f"change = {R_drift-R0:.2e}")
print(f"assumed silicon dispersion = {si_slope:.2f} per um")
print(f"with dispersion: peak R = {disp.max():.6f} at "
      f"{wave_grid[np.argmax(disp)]:.0f} nm, change = {disp.max()-R0:.2e}")
print(f"back-face addition to R, at most = {back_gain:.2e}")
print(f"Looyenga nH = {nH_loo:.4f}, nL = {nL_loo:.4f}, "
      f"ratio = {nH_loo/nL_loo:.4f}")
print(f"Looyenga peak R (layers retuned) = {R_loo:.6f}, "
      f"1-R = {1-R_loo:.3e}")
print("success")
```

Running it gives:

```
design wavelength = 1550 nm; silicon index (rough) = 3.48
porosity H, L = 50 %, 75 %
Bruggeman nH = 2.1437, nL = 1.4339, ratio = 1.4950
thickness H = 180.8 nm, L = 270.2 nm
pairs = 8; total thickness = 3.608 um
ln(ratio) = 0.40210; 0.5 ln(ns/n0) = 0.62352
Theta = 3.8403
front admittance Y = 2166.0
peak R, formula = 0.998155; wave equation = 0.998155
1-R = 1.8450e-03; large-N estimate = 1.8467e-03
bare silicon R = 0.3064
N =  1: R(H outermost) = 0.596208, central R(L outermost) = 0.047465
N =  2: R(H outermost) = 0.794234, central R(L outermost) = 0.031950
N =  3: R(H outermost) = 0.902136, central R(L outermost) = 0.275299
N =  4: R(H outermost) = 0.954971, central R(L outermost) = 0.570290
N =  6: R(H outermost) = 0.990819, central R(L outermost) = 0.894282
N =  8: R(H outermost) = 0.998155, central R(L outermost) = 0.977884
N = 10: R(H outermost) = 0.999630, central R(L outermost) = 0.995533
N = 12: R(H outermost) = 0.999926, central R(L outermost) = 0.999104
L outermost, N=2: central R = 0.0320, largest in scan = 0.3489
scan range lambda0/lambda = 0.05 to 1.95
wrong/right order transmission, N=14: 12.109; (ns/n0)^2 = 12.110
N=3 bound on R = 0.902136; best of 3000 random = 0.887574
target R = 0.999: N >= 8.762, so 9 pairs
d ln(1-R)/d ln(ratio): formula -15.9852, numerical -15.9852
assumed absorption = 50 cm^-1; kappa = 6.167e-04
with absorption: R = 0.995119, T = 1.839e-03, A = 3.041e-03
thick-mirror absorption limit A = 3.052e-03
assumed rms roughness = 10 nm; specular loss fraction = 6.551e-03
R with absorption and roughness = 0.98860
thickness drift 5 %: R at design = 0.998109, change = -4.62e-05
assumed silicon dispersion = -0.08 per um
with dispersion: peak R = 0.998155 at 1549 nm, change = 2.19e-07
back-face addition to R, at most = 1.50e-06
Looyenga nH = 2.1160, nL = 1.5236, ratio = 1.3888
Looyenga peak R (layers retuned) = 0.994016, 1-R = 5.984e-03
success
```
